# Symmetric and Antisymmetric Squares of the Irreps of O: a program that tests the result

```python
# Result under test: for a representation D with character chi, the symmetric
# (+) and antisymmetric (-) squares have characters
#     chi_pm(g) = [chi(g)^2 +- chi(g^2)] / 2 .
# They are tabulated and reduced for the irreps E, T1, T2 of the rotation
# group O, and used to find the terms of two electrons in a t2 or an e shell.
# U, Up, J: intra-orbital repulsion, inter-orbital repulsion and exchange
# (equal to pair transfer for real orbitals), all in hartree.
import itertools
import numpy as np

# ---------- the group O as 24 signed permutation matrices ----------
rotations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3))
        R[list(perm), [0, 1, 2]] = signs
        if np.linalg.det(R) > 0:
            rotations.append(R)
assert len(rotations) == 24

classes = ["1", "8C3", "3C2", "6C4", "6C2'"]
class_key = {(3, 1): 0, (0, 1): 1, (-1, 1): 2, (1, -1): 3, (-1, -1): 4}


def axis_parity(R):
    return int(round(np.linalg.det(np.abs(R))))


def class_of(R):
    return class_key[(int(round(np.trace(R))), axis_parity(R))]


class_index = np.array([class_of(R) for R in rotations])
sizes = np.bincount(class_index, minlength=5)
for R in rotations:   # the labels must be true conjugacy classes
    conjugates = [h @ R @ h.T for h in rotations]
    distinct = {tuple(np.rint(c).astype(int).ravel()) for c in conjugates}
    assert {class_of(c) for c in conjugates} == {class_of(R)}
    assert len(distinct) == sizes[class_of(R)]

# ---------- irreps from functions: quadratic forms r^T B r ----------
forms_E = [np.diag([-1., -1., 2.]) / np.sqrt(6),
           np.diag([1., -1., 0.]) / np.sqrt(2)]
forms_T2, forms_anti = [], []
for i, j in ((1, 2), (2, 0), (0, 1)):
    B = np.zeros((3, 3))
    B[i, j] = 1 / np.sqrt(2)
    forms_T2.append(B + B.T)
    forms_anti.append(B - B.T)


def matrix_on_forms(forms, R):
    return np.array([[np.sum(a * (R @ b @ R.T)) for b in forms]
                     for a in forms])


irreps = {
    "A1": [np.eye(1) for R in rotations],
    "A2": [np.array([[float(axis_parity(R))]]) for R in rotations],
    "E": [matrix_on_forms(forms_E, R) for R in rotations],
    "T1": rotations,
    "T2": [matrix_on_forms(forms_T2, R) for R in rotations]}

element_number = {tuple(np.rint(R).astype(int).ravel()): k
                  for k, R in enumerate(rotations)}
for matrices in irreps.values():   # homomorphism property
    for a, Ra in enumerate(rotations):
        for b, Rb in enumerate(rotations):
            c = element_number[tuple(np.rint(Ra @ Rb).astype(int).ravel())]
            assert np.allclose(matrices[a] @ matrices[b], matrices[c])

table = {}
for name, matrices in irreps.items():
    traces = np.array([np.trace(D) for D in matrices])
    row = np.array([traces[class_index == c][0] for c in range(5)])
    assert np.allclose(traces, row[class_index])
    assert np.allclose(row, np.rint(row))
    table[name] = np.rint(row).astype(int)
for a in table:
    for b in table:
        assert np.sum(sizes * table[a] * table[b]) == 24 * (a == b)

square_map = np.zeros(5, dtype=int)
for c in range(5):
    images = {class_of(R @ R) for R, k in zip(rotations, class_index)
              if k == c}
    assert len(images) == 1
    square_map[c] = images.pop()


def reduce_character(character):
    content = []
    for name, row in table.items():
        n = np.sum(sizes * row * character) / 24
        assert abs(n - round(n)) < 1e-8 and n > -1e-8
        content += [name] * int(round(n))
    return content


# ---------- squares from their definition: explicit pair bases ----------
def pair_bases(n):
    e = np.eye(n)
    sym = [np.kron(e[i], e[i]) for i in range(n)]
    anti = []
    for i, j in itertools.combinations(range(n), 2):
        ij, ji = np.kron(e[i], e[j]), np.kron(e[j], e[i])
        sym.append((ij + ji) / np.sqrt(2))
        anti.append((ij - ji) / np.sqrt(2))
    return np.array(sym).T, np.array(anti).T


# general matrices: one random complex, one that cannot be diagonalized
rng = np.random.default_rng(7)
random_matrix = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
jordan_block = np.array([[2., 1., 0.], [0., 2., 1.], [0., 0., 2.]])
S3, A3 = pair_bases(3)
for M in (random_matrix, jordan_block):
    for basis, sign in ((S3, 1), (A3, -1)):
        direct = np.trace(basis.T @ np.kron(M, M) @ basis)
        formula = (np.trace(M)**2 + sign * np.trace(M @ M)) / 2
        assert abs(direct - formula) < 1e-10
lam = np.linalg.eigvals(random_matrix)
MM = np.kron(random_matrix, random_matrix)
pairs_le = sum(lam[i] * lam[j] for i in range(3) for j in range(i, 3))
pairs_lt = sum(lam[i] * lam[j] for i in range(3) for j in range(i + 1, 3))
assert abs(np.trace(S3.T @ MM @ S3) - pairs_le) < 1e-10
assert abs(np.trace(A3.T @ MM @ A3) - pairs_lt) < 1e-10

squares = {}
for name in ("E", "T1", "T2"):
    chi = table[name]
    chi_of_square = chi[square_map]
    plus = (chi**2 + chi_of_square) / 2
    minus = (chi**2 - chi_of_square) / 2
    S, A = pair_bases(len(irreps[name][0]))
    for D, c in zip(irreps[name], class_index):
        DD = np.kron(D, D)
        assert np.allclose(S.T @ DD @ A, 0)
        assert np.allclose(A.T @ DD @ S, 0)
        assert abs(np.trace(S.T @ DD @ S) - plus[c]) < 1e-10
        assert abs(np.trace(A.T @ DD @ A) - minus[c]) < 1e-10
    squares[name] = (chi**2, chi_of_square, plus, minus,
                     reduce_character(plus), reduce_character(minus))

# ---------- why the antisymmetric parts are A2 and T1 ----------
for k, R in enumerate(rotations):
    a2 = irreps["A2"][k][0, 0]
    assert abs(np.linalg.det(irreps["E"][k]) - a2) < 1e-10
    assert abs(np.linalg.det(irreps["T2"][k]) - a2) < 1e-10
    assert np.allclose(irreps["T2"][k], a2 * R)
    for name in ("T1", "T2"):
        D = irreps[name][k]
        p, q = rng.normal(size=3), rng.normal(size=3)
        assert np.allclose(np.cross(D @ p, D @ q), R @ np.cross(p, q))

# ---------- explicit coupled vectors ----------
r2 = np.sqrt(2)
coupled_E = {"A1": [np.eye(2) / r2],
             "E": [np.diag([1., -1.]) / r2,
                   -np.array([[0., 1.], [1., 0.]]) / r2],
             "A2": [np.array([[0., 1.], [-1., 0.]]) / r2]}
coupled_T = {"A1": [np.eye(3) / np.sqrt(3)], "E": forms_E,
             "T2": forms_T2, "T1": forms_anti}
for name, coupled in (("E", coupled_E), ("T1", coupled_T),
                      ("T2", coupled_T)):
    everything = np.array([C.ravel() for v in coupled.values() for C in v])
    assert everything.shape[0] == everything.shape[1]
    assert np.allclose(everything @ everything.T, np.eye(len(everything)))
    for target, tensors in coupled.items():
        W = np.array([C.ravel() for C in tensors]).T
        for D, G in zip(irreps[name], irreps[target]):
            assert np.allclose(np.kron(D, D) @ W, W @ G)


# ---------- two electrons in one shell, spin included ----------
def repulsion(n, U, Up, J):
    V = np.zeros((n, n, n, n))
    for m in range(n):
        V[m, m, m, m] = U
        for k in range(n):
            if k != m:
                V[m, k, m, k] = Up
                V[m, k, k, m] = J
                V[m, m, k, k] = J
    return V.reshape(n * n, n * n)


def is_invariant(V, matrices):
    return all(np.allclose(V @ np.kron(D, D), np.kron(D, D) @ V)
               for D in matrices)


def exchange(n):
    P = np.zeros((n * n, n * n))
    for i in range(n):
        for j in range(n):
            P[i * n + j, j * n + i] = 1
    return P


pauli = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], dtype=complex)]
total_spin = [(np.kron(s, np.eye(2)) + np.kron(np.eye(2), s)) / 2
              for s in pauli]
spin_squared = np.real(sum(s @ s for s in total_spin))


def two_electron_terms(V, matrices):
    n = len(matrices[0])
    w, X = np.linalg.eigh(np.kron(exchange(n), exchange(2)))
    fermi = X[:, w < 0]
    energies, Y = np.linalg.eigh(fermi.T @ np.kron(V, np.eye(4)) @ fermi)
    states = fermi @ Y
    terms = {}
    for level in np.unique(np.round(energies, 8)):
        Q = states[:, np.abs(energies - level) < 1e-6]
        s2 = Q.T @ np.kron(np.eye(n * n), spin_squared) @ Q
        assert np.allclose(s2, s2[0, 0] * np.eye(len(s2)))
        mult = int(round(np.sqrt(1 + 4 * s2[0, 0])))
        character = np.zeros(5)
        for D, c in zip(matrices, class_index):
            rotated = np.kron(np.kron(D, D), np.eye(4)) @ Q
            character[c] += np.sum(Q * rotated) / mult / sizes[c]
        content = reduce_character(character)
        assert len(content) == 1
        terms[str(mult) + content[0]] = (level, Q.shape[1])
    return terms, fermi.shape[1]


U, J, Up_t = 0.50, 0.05, 0.38
Up_e = U - 2 * J
V_t, V_e = repulsion(3, U, Up_t, J), repulsion(2, U, Up_e, J)
assert is_invariant(V_t, irreps["T2"]) and is_invariant(V_e, irreps["E"])
# an e shell does not allow Up to be chosen freely
assert not is_invariant(repulsion(2, U, Up_t, J), irreps["E"])

terms_t, count_t = two_electron_terms(V_t, irreps["T2"])
terms_e, count_e = two_electron_terms(V_e, irreps["E"])
for name, terms, count in (("T2", terms_t, count_t), ("E", terms_e, count_e)):
    predicted = (["1" + x for x in squares[name][4]]
                 + ["3" + x for x in squares[name][5]])
    assert sorted(predicted) == sorted(terms)
    assert sum(t[1] for t in terms.values()) == count
formula_t = {"3T1": Up_t - J, "1T2": Up_t + J, "1E": U - J, "1A1": U + 2 * J}
formula_e = {"3A2": Up_e - J, "1E": U - J, "1A1": U + J}
for formula, terms in ((formula_t, terms_t), (formula_e, terms_e)):
    for label, value in formula.items():
        assert abs(terms[label][0] - value) < 1e-7


# ---------- output ----------
def show(label, values):
    print(f"{label:<14}" + "".join(f"{str(v):>6}" for v in values))


def integers(values):
    assert np.allclose(values, np.rint(values))
    return [int(round(float(v))) for v in values]


print("Characters of O (dimensionless); group order", len(rotations))
show("class of g", classes)
show("class size", integers(sizes))
show("class of g^2", [classes[c] for c in square_map])
for name, row in table.items():
    show("chi " + name, integers(row))
for name, (sq, of_sq, plus, minus, sym, anti) in squares.items():
    print("Squares of", name)
    show(" chi(g)^2", integers(sq))
    show(" chi(g^2)", integers(of_sq))
    show(" symmetric", integers(plus))
    show(" antisymmetric", integers(minus))
    print("  symmetric =", " + ".join(sym),
          "; antisymmetric =", " + ".join(anti))
print("Two electrons, label = (2S+1) then irrep, energies in hartree")
for shell, Up, terms, count in (("t2", Up_t, terms_t, count_t),
                                ("e", Up_e, terms_e, count_e)):
    print(f"{shell} shell: U = {U:.2f}, U' = {Up:.2f}, J = {J:.2f} hartree;"
          f" {count} states")
    for label, (energy, degeneracy) in terms.items():
        print(f"  {label:<4} energy {energy:.4f} hartree,"
              f" {degeneracy} states")
print("success")
```

Running it gives:

```
Characters of O (dimensionless); group order 24
class of g         1   8C3   3C2   6C4  6C2'
class size         1     8     3     6     6
class of g^2       1   8C3     1   3C2     1
chi A1             1     1     1     1     1
chi A2             1     1     1    -1    -1
chi E              2    -1     2     0     0
chi T1             3     0    -1     1    -1
chi T2             3     0    -1    -1     1
Squares of E
 chi(g)^2          4     1     4     0     0
 chi(g^2)          2    -1     2     2     2
 symmetric         3     0     3     1     1
 antisymmetric     1     1     1    -1    -1
  symmetric = A1 + E ; antisymmetric = A2
Squares of T1
 chi(g)^2          9     0     1     1     1
 chi(g^2)          3     0     3    -1     3
 symmetric         6     0     2     0     2
 antisymmetric     3     0    -1     1    -1
  symmetric = A1 + E + T2 ; antisymmetric = T1
Squares of T2
 chi(g)^2          9     0     1     1     1
 chi(g^2)          3     0     3    -1     3
 symmetric         6     0     2     0     2
 antisymmetric     3     0    -1     1    -1
  symmetric = A1 + E + T2 ; antisymmetric = T1
Two electrons, label = (2S+1) then irrep, energies in hartree
t2 shell: U = 0.50, U' = 0.38, J = 0.05 hartree; 15 states
  3T1  energy 0.3300 hartree, 9 states
  1T2  energy 0.4300 hartree, 3 states
  1E   energy 0.4500 hartree, 2 states
  1A1  energy 0.6000 hartree, 1 states
e shell: U = 0.50, U' = 0.40, J = 0.05 hartree; 6 states
  3A2  energy 0.3500 hartree, 3 states
  1E   energy 0.4500 hartree, 2 states
  1A1  energy 0.5500 hartree, 1 states
success
```
